# Piezoelectric stiffening of the [110] shear wave in a zincblende crystal: verification in Python

```python
"""Piezoelectric stiffening of sound in a zincblende crystal.

Result under test (Hartree atomic units): the [110] shear wave polarized along
[001] obeys  rho v^2 = C44 + 4 pi e14^2 / eps0.
C44: relaxed-ion shear constant at zero macroscopic field; e14: relaxed-ion
piezoelectric constant (P_x = e14 * gamma_yz); eps0: static dielectric constant
at fixed strain; eps_inf: the same with fixed ions; rho: mass density.

Test crystal: point ions with charges and polarizabilities, joined by springs.
Homogeneous strain and field response give C44, e14, eps0; lattice waves at
small wavevector q give the sound velocities independently.
"""
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.linalg import eig
from scipy.special import erfc

pi = np.pi

# ---------------- test crystal: round model parameters ----------------
a = 10.0                              # cubic lattice constant
charge = np.array([1.0, -1.0])
polarizability = np.array([2.0, 6.0])
mass = np.array([1.0e5, 1.3e5])
k1, k2 = 0.10, 0.03                   # first- and second-neighbour springs
split = 0.3                           # Ewald splitting parameter
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
sites = np.array([[0, 0, 0], [a / 4] * 3], float)
volume = np.linalg.det(cell)
density = mass.sum() / volume
ints = np.array(list(product(range(-5, 6), repeat=3)))
nonzero = np.any(ints != 0, axis=1)
bond_length = a * np.sqrt(3) / 4
second_length = a / np.sqrt(2)
trial = sites[1] + ints @ cell
bonds = trial[np.abs(np.linalg.norm(trial, axis=1) - bond_length) < 1e-6]
trial = ints @ cell
seconds = trial[np.abs(np.linalg.norm(trial, axis=1) - second_length) < 1e-6]
assert len(bonds) == 4 and len(seconds) == 12


def coulomb(deformation):
    """Energy per cell and fields at the ions, zero macroscopic field."""
    vec, pos = cell @ deformation, sites @ deformation
    vol = np.linalg.det(vec)
    G = ints[nonzero] @ (2 * pi * np.linalg.inv(vec).T)
    G2 = np.sum(G**2, axis=1)
    damp = 4 * pi / vol * np.exp(-G2 / (4 * split**2)) / G2
    energy, field = 0.0, np.zeros((2, 3))
    for i, j in product(range(2), repeat=2):
        d = pos[i] - pos[j]
        r = d + ints @ vec
        s = np.linalg.norm(r, axis=1)
        r, s = r[s > 1e-8], s[s > 1e-8]
        pot = np.sum(erfc(split * s) / s) + damp @ np.cos(G @ d)
        if i == j:
            pot -= 2 * split / np.sqrt(pi)
        energy += 0.5 * charge[i] * charge[j] * pot
        radial = (erfc(split * s) + 2 * split * s / np.sqrt(pi)
                  * np.exp(-(split * s)**2)) / s**3
        field[i] += charge[j] * (radial @ r + (damp * np.sin(G @ d)) @ G)
    return energy, field


# bond tension that balances the Coulomb pressure (virial theorem)
tension = coulomb(np.eye(3))[0] / (4 * bond_length)


def strained(gamma):
    """Energy, forces and fields for gamma_yz = gamma, ions following strain."""
    F = np.eye(3)
    F[1, 2] = F[2, 1] = gamma / 2
    energy, field = coulomb(F)
    force = charge[:, None] * field
    b = bonds @ F
    length = np.linalg.norm(b, axis=1)
    stretch = length - bond_length
    energy += np.sum(tension * stretch + 0.5 * k1 * stretch**2)
    pull = ((tension + k1 * stretch) / length) @ b
    force = force + np.array([pull, -pull])
    stretch2 = np.linalg.norm(seconds @ F, axis=1) - second_length
    energy += np.sum(0.5 * k2 * stretch2**2)
    return energy, np.concatenate([force.ravel(), field.ravel()]), field.ravel()


def dipole_sum(q, macroscopic):
    """Fields at the ions from a dipole wave; macroscopic field kept or removed."""
    T = np.zeros((2, 3, 2, 3), complex)
    G = ints[nonzero] @ (2 * pi * np.linalg.inv(cell).T)
    k = q + G
    kk = np.sum(k**2, axis=1)
    weight = np.exp(-kk / (4 * split**2)) / kk
    q2 = q @ q
    central = np.zeros((3, 3))
    if q2 > 0:
        factor = np.expm1(-q2 / (4 * split**2)) + (1.0 if macroscopic else 0.0)
        central = np.outer(q, q) / q2 * factor
    c = 2 * split / np.sqrt(pi)
    for i, j in product(range(2), repeat=2):
        d = sites[i] - sites[j]
        recip = np.einsum('g,ga,gb->ab', weight * np.exp(1j * G @ d), k, k)
        block = -4 * pi / volume * (recip + central)
        r = d + ints @ cell
        s = np.linalg.norm(r, axis=1)
        r, s = r[s > 1e-8], s[s > 1e-8]
        gauss = c * np.exp(-(split * s)**2)
        first = -(erfc(split * s) / s**2 + gauss / s)
        second = 2 * erfc(split * s) / s**3 + 2 * gauss / s**2 + 2 * split**2 * gauss
        phase = np.exp(-1j * r @ q)
        block = block + np.einsum('r,ra,rb->ab',
                                  phase * (second - first / s) / s**2, r, r)
        block = block + np.sum(phase * first / s) * np.eye(3)
        if i == j:
            block = block + 4 * split**3 / (3 * np.sqrt(pi)) * np.eye(3)
        T[i, :, j, :] = block
    return T.reshape(6, 6)


def spring_matrix(q):
    S = np.zeros((2, 3, 2, 3), complex)
    for b in bonds:
        along = np.outer(b, b) / (b @ b)
        K = k1 * along + tension / bond_length * (np.eye(3) - along)
        S[0, :, 0, :] += K
        S[1, :, 1, :] += K
        S[0, :, 1, :] -= K * np.exp(1j * q @ b)
        S[1, :, 0, :] -= K * np.exp(-1j * q @ b)
    for s in seconds:
        K = k2 * np.outer(s, s) / (s @ s) * (1 - np.cos(q @ s))
        S[0, :, 0, :] += K
        S[1, :, 1, :] += K
    return S.reshape(6, 6)


Z = np.diag(np.repeat(charge, 3))
inverse_alpha = np.diag(np.repeat(1 / polarizability, 3))


def force_constants(q, macroscopic):
    """Ion force constants after the electronic dipoles have adjusted."""
    T = dipole_sum(q, macroscopic)
    electronic = np.linalg.solve(inverse_alpha - T, T @ Z)
    return spring_matrix(q) - Z @ T @ Z - Z @ T @ electronic


# ---------------- constants from homogeneous strain and field ----------------
T0 = dipole_sum(np.zeros(3), False).real
lorentz = 4 * pi / (3 * volume)
assert np.allclose(T0, lorentz * np.kron(np.ones((2, 2)), np.eye(3)), atol=1e-12)
S0 = spring_matrix(np.zeros(3)).real
H = np.block([[S0 - Z @ T0 @ Z, -Z @ T0], [-T0 @ Z, inverse_alpha - T0]])
response = np.linalg.pinv(H, rcond=1e-9)
electronic_response = np.linalg.inv(inverse_alpha - T0)
x_ions = np.array([1.0, 0, 0, 1.0, 0, 0])
x_dipole = np.concatenate([Z @ x_ions, x_ions])
gamma = 1e-3
plus, minus, zero = strained(gamma), strained(-gamma), strained(0.0)
drive = (plus[1] - minus[1]) / (2 * gamma)
field_drive = (plus[2] - minus[2]) / (2 * gamma)
curvature = (plus[0] + minus[0] - 2 * zero[0]) / gamma**2
C44_model = (curvature - drive @ response @ drive) / volume
e14_model = x_dipole @ response @ drive / volume
e14_clamped = x_ions @ electronic_response @ field_drive / volume
eps_static = 1 + 4 * pi * x_dipole @ response @ x_dipole / volume
eps_inf = 1 + 4 * pi * x_ions @ electronic_response @ x_ions / volume

# ---------------- sound waves from lattice dynamics ----------------
q_size = 5e-4


def wave_modulus(direction, polarization, macroscopic):
    """rho v^2 of the acoustic branch closest to the given polarization."""
    n = np.array(direction, float) / np.linalg.norm(direction)
    p = np.array(polarization, float) / np.linalg.norm(polarization)
    root_m = np.sqrt(np.repeat(mass, 3))
    D = force_constants(q_size * n, macroscopic) / np.outer(root_m, root_m)
    w2, vectors = np.linalg.eigh((D + D.conj().T) / 2)
    assert w2[0] > 0
    u = vectors[:, :3] / root_m[:, None]
    overlap = np.abs(p @ (u[:3] + u[3:])) / np.linalg.norm(u, axis=0)
    return density * w2[np.argmax(overlap)] / q_size**2


full_110 = wave_modulus([1, 1, 0], [0, 0, 1], True)
bare_110 = wave_modulus([1, 1, 0], [0, 0, 1], False)
full_100 = wave_modulus([1, 0, 0], [0, 0, 1], True)
predicted = 4 * pi * e14_model**2 / eps_static
with_eps_inf = 4 * pi * e14_model**2 / eps_inf
measured = full_110 - bare_110
assert abs(bare_110 / C44_model - 1) < 1e-4
assert abs(full_100 / C44_model - 1) < 1e-4
assert abs(full_110 / (C44_model + predicted) - 1) < 1e-4
assert abs(measured / predicted - 1) < 1e-3
assert abs(with_eps_inf / measured - 1) > 0.05      # eps_inf is the wrong constant

# direction dependence relative to the [110] shear wave
tilt = [np.cos(pi / 8), np.sin(pi / 8), 0]
ratio_tilt = (wave_modulus(tilt, [0, 0, 1], True)
              - wave_modulus(tilt, [0, 0, 1], False)) / measured
ratio_111 = (wave_modulus([1, 1, 1], [1, 1, 1], True)
             - wave_modulus([1, 1, 1], [1, 1, 1], False)) / measured
assert abs(ratio_tilt - np.sin(pi / 4)**2) < 2e-3
assert abs(ratio_111 - 4 / 3) < 2e-3

# nonanalytic force constants from the charge induced at zero macroscopic field
q = q_size * np.array([1, 1, 0]) / np.sqrt(2)
Tq = dipole_sum(q, False)
dipoles = Z + np.linalg.solve(inverse_alpha - Tq, Tq @ Z)
N = q @ (dipoles[:3] + dipoles[3:])
nonanalytic = force_constants(q, True) - force_constants(q, False)
rank_one = 4 * pi / volume * np.outer(N.conj(), N) / (eps_inf * (q @ q))
matrix_error = np.max(np.abs(nonanalytic - rank_one)) / np.max(np.abs(rank_one))
assert matrix_error < 1e-4
# rigid displacement along z: charge of order q^2, set by the quadrupole sum
cell_charge = (-1j * (N[2] + N[5])).real
quadrupole_sum = -2 * cell_charge / (q @ q)
assert abs(quadrupole_sum / (-2 * volume * e14_clamped) - 1) < 1e-3

# ---------------- worked example: round model parameters ----------------
e14, C44, eps0, rho = 0.003, 0.002, 12.0, 800.0
stiffening = 4 * pi * e14**2 / eps0
K2 = stiffening / C44
v0 = np.sqrt(C44 / rho)
v = np.sqrt((C44 + stiffening) / rho)
relative = v / v0 - 1
assert abs(relative - K2 / 2) < K2**2 / 7            # next term is K2^2/8

# independent SI solution: elastic and Poisson equations with full tensors
bohr = sc.physical_constants['Bohr radius'][0]
hartree = sc.physical_constants['Hartree energy'][0]
speed_unit = sc.physical_constants['atomic unit of velocity'][0]
pressure_unit = hartree / bohr**3
piezo_unit = sc.e / bohr**2
density_unit = sc.m_e / bohr**3
C11, C12 = 0.004, 0.0018                             # do not affect this wave
C = np.zeros((3, 3, 3, 3))
e = np.zeros((3, 3, 3))
for i, j in product(range(3), repeat=2):
    if i == j:
        C[i, i, i, i] = C11
    else:
        C[i, i, j, j] = C12
        C[i, j, i, j] = C[i, j, j, i] = C44
        e[3 - i - j, i, j] = e14
n = np.array([1, 1, 0]) / np.sqrt(2)
field_scale = 1e10                                   # potential scaling for balance
K = np.zeros((4, 4))
K[:3, :3] = np.einsum('aibj,i,j->ab', C, n, n) * pressure_unit
K[:3, 3] = K[3, :3] = np.einsum('gbd,g,d->b', e, n, n) * piezo_unit * field_scale
K[3, 3] = -sc.epsilon_0 * eps0 * field_scale**2
inertia = np.diag([1.0, 1.0, 1.0, 0.0]) * rho * density_unit
values, vectors = eig(K, inertia)
finite = np.isfinite(values) & (np.abs(values) < 1e12)
assert finite.sum() == 3
values, vectors = values[finite].real, vectors[:, finite]
z_share = np.abs(vectors[2]) / np.linalg.norm(vectors[:3], axis=0)
v_SI = np.sqrt(values[np.argmax(z_share)])
assert abs(v_SI / (v * speed_unit) - 1) < 1e-7

# ---------------- output ----------------
print("TEST CRYSTAL (point ions, Hartree atomic units)")
print(f"lattice constant            {a:.1f} bohr")
print(f"ion charges                 {charge[0]:+.1f}, {charge[1]:+.1f} e")
print(f"polarizabilities            {polarizability[0]:.1f}, {polarizability[1]:.1f} bohr^3")
print(f"ion masses                  {mass[0]:.0f}, {mass[1]:.0f} m_e")
print(f"spring constants k1, k2     {k1:.2f}, {k2:.2f} Ha/bohr^2")
print(f"first-neighbour tension     {tension:.6f} Ha/bohr")
print(f"cell volume                 {volume:.1f} bohr^3")
print(f"wavevector used             {q_size:.1e} 1/bohr")
print("From homogeneous strain and field:")
print(f"C44                         {C44_model:.6e} Ha/bohr^3")
print(f"e14 clamped ions            {e14_clamped:.6e} e/bohr^2")
print(f"e14 relaxed ions            {e14_model:.6e} e/bohr^2")
print(f"eps_inf                     {eps_inf:.5f}")
print(f"eps0 static                 {eps_static:.5f}")
print(f"4 pi e14^2/eps0             {predicted:.6e} Ha/bohr^3")
print(f"4 pi e14^2/eps_inf (wrong)  {with_eps_inf:.6e} Ha/bohr^3")
print("From lattice waves:")
print(f"rho v^2 [110] with field    {full_110:.6e} Ha/bohr^3")
print(f"rho v^2 [110] without field {bare_110:.6e} Ha/bohr^3")
print(f"rho v^2 [100] with field    {full_100:.6e} Ha/bohr^3")
print(f"stiffening [110]            {measured:.6e} Ha/bohr^3")
print(f"stiffening ratio 22.5 deg   {ratio_tilt:.5f}")
print(f"stiffening ratio [111] long {ratio_111:.5f}")
print(f"quadrupole sum Q_xyz        {quadrupole_sum:.5f} e bohr")
print(f"-2 volume e14 clamped       {-2 * volume * e14_clamped:.5f} e bohr")
print(f"nonanalytic matrix error    {matrix_error:.1e} (relative)")
print("WORKED EXAMPLE (round model parameters)")
print(f"e14                         {e14:.4f} e/bohr^2")
print(f"C44                         {C44:.4f} Ha/bohr^3")
print(f"eps0                        {eps0:.1f}")
print(f"rho                         {rho:.1f} m_e/bohr^3")
print(f"stiffening                  {stiffening:.5e} Ha/bohr^3")
print(f"K^2                         {K2:.6e}")
print(f"v0 unstiffened              {v0:.6e} a.u.")
print(f"v stiffened                 {v:.6e} a.u.")
print(f"v - v0                      {v - v0:.5e} a.u.")
print(f"relative change, exact      {relative:.6e}")
print(f"relative change, K^2/2      {K2 / 2:.6e}")
print(f"v0 converted                {v0 * speed_unit:.2f} m/s")
print(f"v converted                 {v * speed_unit:.2f} m/s")
print(f"v from SI tensor solution   {v_SI:.2f} m/s")
print(f"v - v0 converted            {(v - v0) * speed_unit:.3f} m/s")
print("all tests passed")
```

Output:

```
TEST CRYSTAL (point ions, Hartree atomic units)
lattice constant            10.0 bohr
ion charges                 +1.0, -1.0 e
polarizabilities            2.0, 6.0 bohr^3
ion masses                  100000, 130000 m_e
spring constants k1, k2     0.10, 0.03 Ha/bohr^2
first-neighbour tension     -0.021841 Ha/bohr
cell volume                 250.0 bohr^3
wavevector used             5.0e-04 1/bohr
From homogeneous strain and field:
C44                         6.395130e-03 Ha/bohr^3
e14 clamped ions            -3.716638e-03 e/bohr^2
e14 relaxed ions            7.034818e-03 e/bohr^2
eps_inf                     1.46437
eps0 static                 2.13112
4 pi e14^2/eps0             2.918156e-04 Ha/bohr^3
4 pi e14^2/eps_inf (wrong)  4.246833e-04 Ha/bohr^3
From lattice waves:
rho v^2 [110] with field    6.686946e-03 Ha/bohr^3
rho v^2 [110] without field 6.395131e-03 Ha/bohr^3
rho v^2 [100] with field    6.395126e-03 Ha/bohr^3
stiffening [110]            2.918151e-04 Ha/bohr^3
stiffening ratio 22.5 deg   0.50000
stiffening ratio [111] long 1.33334
quadrupole sum Q_xyz        1.85832 e bohr
-2 volume e14 clamped       1.85832 e bohr
nonanalytic matrix error    3.2e-08 (relative)
WORKED EXAMPLE (round model parameters)
e14                         0.0030 e/bohr^2
C44                         0.0020 Ha/bohr^3
eps0                        12.0
rho                         800.0 m_e/bohr^3
stiffening                  9.42478e-06 Ha/bohr^3
K^2                         4.712389e-03
v0 unstiffened              1.581139e-03 a.u.
v stiffened                 1.584860e-03 a.u.
v - v0                      3.72109e-06 a.u.
relative change, exact      2.353425e-03
relative change, K^2/2      2.356194e-03
v0 converted                3459.04 m/s
v converted                 3467.18 m/s
v from SI tensor solution   3467.18 m/s
v - v0 converted            8.141 m/s
all tests passed
```
